# Sieverts' law with its prefactor from partition functions: test program

```python
"""
Sieverts' law from partition functions.
Result under test, for ideal H2 gas above a metal with dilute interstitial H:
    theta/(1-theta) = K(T) sqrt(p)
    K = sqrt(Lam^3 * 2*Theta_r * (1-exp(-Eg/kT)) / (k T^2))
        * prod_i 1/(1-exp(-E_i/kT)) * exp(-dE0/kT)
theta: site occupancy; p: H2 pressure; Lam: thermal wavelength of H2;
Theta_r: rotational temperature; Eg: vibrational quantum of H2;
E_i: the three vibrational quanta of dissolved H;
dE0 = static + sum(E_i)/2 - Eg/4, where static is the energy of a dissolved
atom minus half that of H2, both taken at the potential minimum.
Independent road: explicit sums over quantum levels and over the number of
dissolved atoms in a closed box. Energies are in eV, other quantities in SI.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

eV, k, h, hbar = const.e, const.k, const.h, const.hbar
k_eV = k / eV
mass_atom = const.m_p + const.m_e
mass_gas = 2 * mass_atom
reduced_mass = mass_atom / 2

# Rough parameters: hydrogen in a nickel film under forming gas
T0 = 673.0
p0 = 38 * const.torr
static = 0.16
site_modes = (0.10, 0.10, 0.10)
bond = 0.074e-9
gas_quantum = 0.55
well_depth = 4.75
lattice_constant = 0.352e-9
theta_rot = hbar**2 / (2 * reduced_mass * bond**2 * k)


def ground_difference(modes):
    return static + sum(modes) / 2 - gas_quantum / 4


def wavelength(T):
    return h / np.sqrt(2 * np.pi * mass_gas * k * T)


def sieverts_closed(T, modes=site_modes):
    kT = k_eV * T
    gas = wavelength(T)**3 * 2 * theta_rot / (k * T**2)
    gas *= 1 - np.exp(-gas_quantum / kT)
    site = np.prod([1 / (1 - np.exp(-q / kT)) for q in modes])
    return np.sqrt(gas) * site * np.exp(-ground_difference(modes) / kT)


def heat_closed(T, modes=site_modes):
    kT = k_eV * T
    thermal = sum(q / np.expm1(q / kT) for q in modes)
    thermal -= 0.5 * gas_quantum / np.expm1(gas_quantum / kT)
    return ground_difference(modes) - 1.75 * kT + thermal


# ---------- explicit sums over quantum levels ----------
box = 1.0e-6
volume = box**3


def oscillator_sum(quantum, T):
    n = np.arange(8000)
    return np.exp(-(n + 0.5) * quantum / (k_eV * T)).sum()


def site_sum(T, modes):
    vib = np.prod([oscillator_sum(q, T) for q in modes])
    return 2 * vib * np.exp(-static / (k_eV * T))


def gas_sum(T):
    n_max = int(np.sqrt(50 * 8 * mass_gas * k * T) * box / h)
    n = np.arange(1, n_max + 1, dtype=float)
    line = np.exp(-(n * h)**2 / (8 * mass_gas * box**2 * k * T)).sum()
    J = np.arange(600)
    spin_weight = np.where(J % 2 == 0, 1, 3)
    rotor = (spin_weight * (2*J + 1)
             * np.exp(-J * (J + 1) * theta_rot / T)).sum()
    return line**3 * rotor * oscillator_sum(gas_quantum, T)


def sieverts_sums(T, modes=site_modes):
    return site_sum(T, modes) * np.sqrt(volume / (k * T * gas_sum(T)))


def closed_box(T, atoms, sites=1.0e9):
    """Mean pressure and occupancy from the canonical sum, atoms even."""
    n = np.arange(0, 200001, 2, dtype=float)
    molecules = (atoms - n) / 2
    log_w = (gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
             + n * np.log(site_sum(T, site_modes))
             + molecules * np.log(gas_sum(T)) - gammaln(molecules + 1))
    w = np.exp(log_w - log_w.max())
    w /= w.sum()
    return (w @ molecules) * k * T / volume, (w @ n) / sites


def rotor_correction(T):
    a = theta_rot / T
    return np.sqrt(1 + a / 3 + a**2 / 15)


# Equilibrium of the closed box against the law, and the power of p
p_a, occ_a = closed_box(T0, 1.1e6)
p_b, occ_b = closed_box(T0, 1.76e7)
odds_a, odds_b = occ_a / (1 - occ_a), occ_b / (1 - occ_b)
law_a = sieverts_closed(T0) * np.sqrt(p_a) / rotor_correction(T0)
box_error = odds_a / law_a - 1
power = np.log(odds_b / odds_a) / np.log(p_b / p_a)
assert abs(box_error) < 5e-4      # finite box and finite particle number
assert abs(power - 0.5) < 1e-3

# Three unequal modes and other temperatures
for T in (573.0, 773.0, 1000.0):
    for modes in (site_modes, (0.08, 0.11, 0.17)):
        ratio = sieverts_closed(T, modes) / sieverts_sums(T, modes)
        assert abs(ratio / rotor_correction(T) - 1) < 3e-4

# Heat of solution from a numerical derivative of the level sums
step = 0.5
slope = (np.log(sieverts_sums(T0 + step))
         - np.log(sieverts_sums(T0 - step))) / (2 * step)
heat_numeric = k_eV * T0**2 * slope
rotor_heat = k_eV * theta_rot / 6
assert abs(heat_numeric - heat_closed(T0) - rotor_heat) < 5e-5


def prefactor_exponent(T, modes):
    d = 1e-3
    up, down = T * np.exp(d), T * np.exp(-d)
    gap = ground_difference(modes) / k_eV
    return (np.log(sieverts_sums(up, modes)) + gap / up
            - np.log(sieverts_sums(down, modes)) - gap / down) / (2 * d)


frozen = prefactor_exponent(T0, (1.0, 1.0, 1.0))
classical = prefactor_exponent(1.0e5, site_modes)
assert abs(frozen + 1.75 - theta_rot / (6 * T0)) < 1e-3
assert abs(classical - 0.75) < 5e-3   # formal limit of the harmonic model

# ---------- neglected effects, as factors on the uptake ----------
kT0 = k_eV * T0
theta0 = sieverts_closed(T0) * np.sqrt(p0)
theta0 = theta0 / (1 + theta0)

# Real molecule: Morse curve, radial levels for each J
r = np.linspace(0.02e-9, 0.30e-9, 240)
dr = r[1] - r[0]
i = np.arange(r.size)
diff = i[:, None] - i[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(diff % 2 == 0, 1, -1)
kinetic = kinetic * hbar**2 / (2 * reduced_mass * dr**2) / eV
alpha = (gas_quantum * eV / hbar) * np.sqrt(
    reduced_mass / (2 * well_depth * eV))
morse = well_depth * (1 - np.exp(-alpha * (r - bond)))**2
q_real = 0.0
for J in range(25):
    spin = J * (J + 1) * hbar**2 / (2 * reduced_mass * r**2) / eV
    levels = np.linalg.eigvalsh(kinetic + np.diag(morse + spin))
    if J == 0:
        gas_gap = levels[1] - levels[0]
    q_real += (3 if J % 2 else 1) * (2*J + 1) * np.exp(-levels / kT0).sum()
assert abs(gas_gap - gas_quantum + gas_quantum**2 / (2*well_depth)) < 1e-4
q_model = 2 * T0 / theta_rot / (2 * np.sinh(gas_quantum / (2 * kT0)))
factor_gas = np.sqrt(q_model / q_real)

# Quartic term quartic*q^4 (in units of the quantum) in each site mode
quartic = 0.02
size = 80
off = np.sqrt(np.arange(1, size) / 2)
coord = np.diag(off, 1) + np.diag(off, -1)
ladder = np.arange(size) + 0.5
anh = np.linalg.eigvalsh(np.diag(ladder)
                         + quartic * np.linalg.matrix_power(coord, 4))
gap_ratio = anh[1] - anh[0]
assert abs(gap_ratio - (1 + 3*quartic - 18*quartic**2)) < 3e-3
x_site = site_modes[0] / kT0
factor_site = (np.exp(-anh * x_site).sum()
               / np.exp(-ladder * x_site).sum())**3

# Tetrahedral sites: two per Ni, ground level higher, stiffer modes
tet_energy, tet_quantum = 0.25, 0.14
mode_ratio = ((1 - np.exp(-x_site)) / (1 - np.exp(-tet_quantum / kT0)))**3
factor_tet = 1 + 2 * mode_ratio * np.exp(-tet_energy / kT0)

# Biaxial tensile film stress acting on the volume added by one H
stress, added_volume = 0.5e9, 3.0e-30
factor_stress = np.exp(2 * stress * added_volume / (3 * k * T0))

# Grain-boundary traps
grain, boundary_width, binding = 50e-9, 0.5e-9, 0.20
trap_fraction = 3 * boundary_width / grain


def trap_occupancy(theta):
    odds = theta / (1 - theta) * np.exp(binding / kT0)
    return odds / (1 + odds)


def log_choose(a, b):
    return gammaln(a + 1) - gammaln(b + 1) - gammaln(a - b + 1)


lattice_sites, traps, dissolved = 970000, 30000, 20000
m = np.arange(0, dissolved + 1, dtype=float)
log_w = (log_choose(traps, m) + log_choose(lattice_sites, dissolved - m)
         + m * binding / kT0)
w = np.exp(log_w - log_w.max())
mean_trapped = (w @ m) / w.sum()
lattice_theta = (dissolved - mean_trapped) / lattice_sites
trap_error = mean_trapped / traps / trap_occupancy(lattice_theta) - 1
assert abs(trap_error) < 1e-3
factor_trap = (1 - trap_fraction
               + trap_fraction * trap_occupancy(theta0) / theta0)

# Small terms: H-H interaction and gas non-ideality
pair_energy, gas_covolume = 0.3, 4e-29
small_pair = pair_energy * theta0 / kT0
small_gas = gas_covolume * p0 / (2 * k * T0)

# ---------- printed numbers ----------
degeneracy = p0 * wavelength(T0)**3 / (k * T0)
dE0 = ground_difference(site_modes)
density = 4 / lattice_constant**3 * 1e-6
print(f"temperature = {T0:.0f} K, kT = {kT0:.5f} eV")
print(f"H2 pressure = {p0/const.torr:.1f} Torr = {p0:.0f} Pa")
print(f"static energy difference = {static:.3f} eV")
print(f"site quanta = {site_modes} eV")
print(f"H2: bond {bond*1e9:.3f} nm, quantum {gas_quantum:.2f} eV")
print(f"H2 well depth = {well_depth:.2f} eV")
print(f"rotational temperature = {theta_rot:.2f} K")
print(f"ground-level difference dE0 = {dE0:.4f} eV")
print(f"thermal wavelength of H2 = {wavelength(T0)*1e9:.5f} nm")
print(f"p Lam^3/kT = {degeneracy:.4e}")
print(f"its square root = {np.sqrt(degeneracy):.4e}")
print(f"rotation factor sqrt(2 Theta_r/T) = {np.sqrt(2*theta_rot/T0):.4f}")
print("H2 vibration factor = "
      f"{np.sqrt(1-np.exp(-gas_quantum/kT0)):.6f}")
print(f"site vibration factor = {(1-np.exp(-x_site))**-3:.4f}")
print(f"Boltzmann factor exp(-dE0/kT) = {np.exp(-dE0/kT0):.5f}")
print(f"occupancy = H per Ni = {theta0:.4e}")
print(f"Ni atoms = {density:.3e} per cm3")
print(f"dissolved H = {theta0*density:.3e} per cm3")
print("T (K), A (Torr^-1/2), K (Torr^-1/2), H/Ni, dH (eV), exponent of A")
for T in (573.0, 673.0, 773.0):
    K = sieverts_closed(T)
    A = K * np.exp(dE0 / (k_eV * T))
    odds = K * np.sqrt(p0)
    s = (heat_closed(T) - dE0) / (k_eV * T)
    u = np.sqrt(const.torr)
    print(f"{T:.0f}, {A*u:.4e}, {K*u:.4e}, {odds/(1+odds):.4e}, "
          f"{heat_closed(T):.4f}, {s:.3f}")
print(f"closed box: pressure {p_a:.1f} Pa, occupancy {occ_a:.5e}")
print(f"closed box against law with rotor correction: {box_error:.1e}")
print(f"power of p from closed boxes = {power:.5f}")
print(f"rotor correction: law too high by factor {rotor_correction(T0):.4f}")
print(f"heat of solution from level sums = {heat_numeric:.5f} eV")
print(f"heat of solution from formula = {heat_closed(T0):.5f} eV")
print(f"rotor correction to the heat = {rotor_heat*1e3:.2f} meV")
print(f"exponent, vibrations frozen = {frozen:.4f}")
print(f"exponent, formal classical limit = {classical:.4f}")
print("Neglected effects, factor on the uptake:")
print(f"real H2 levels (Morse, gap {gas_gap:.4f} eV): {factor_gas:.4f}")
print(f"quartic site term {quartic} (gap x {gap_ratio:.4f}): "
      f"{factor_site:.4f}")
print(f"tetrahedral sites ({tet_energy} eV up, quanta {tet_quantum} eV): "
      f"{factor_tet:.4f}")
print(f"tensile stress {stress/1e9:.1f} GPa, "
      f"{added_volume*1e27:.4f} nm3 per H: {factor_stress:.4f}")
print(f"grains {grain*1e9:.0f} nm, boundary {boundary_width*1e9:.1f} nm, "
      f"binding {binding:.2f} eV")
print(f"trap site fraction = {trap_fraction:.3f}")
print(f"trap occupancy = {trap_occupancy(theta0):.3e}")
print(f"trapping: {factor_trap:.3f}")
print(f"trap law against combinatorial sum: {trap_error:.1e}")
print(f"relative effect of site blocking = {theta0:.1e}")
print(f"relative effect of H-H energy {pair_energy} eV = {small_pair:.1e}")
print(f"relative effect of gas covolume {gas_covolume*1e27:.2f} nm3 = "
      f"{small_gas:.1e}")
print("finished without a failed check")
```

Running it gives:

```
temperature = 673 K, kT = 0.05799 eV
H2 pressure = 38.0 Torr = 5066 Pa
static energy difference = 0.160 eV
site quanta = (0.1, 0.1, 0.1) eV
H2: bond 0.074 nm, quantum 0.55 eV
H2 well depth = 4.75 eV
rotational temperature = 87.90 K
ground-level difference dE0 = 0.1725 eV
thermal wavelength of H2 = 0.04740 nm
p Lam^3/kT = 5.8069e-08
its square root = 2.4097e-04
rotation factor sqrt(2 Theta_r/T) = 0.5111
H2 vibration factor = 0.999962
site vibration factor = 1.8024
Boltzmann factor exp(-dE0/kT) = 0.05108
occupancy = H per Ni = 1.1338e-05
Ni atoms = 9.171e+22 per cm3
dissolved H = 1.040e+18 per cm3
T (K), A (Torr^-1/2), K (Torr^-1/2), H/Ni, dH (eV), exponent of A
573, 4.0477e-05, 1.2303e-06, 7.5839e-06, 0.1317, -0.826
673, 3.6009e-05, 1.8393e-06, 1.1338e-05, 0.1361, -0.628
773, 3.3398e-05, 2.5065e-06, 1.5451e-05, 0.1419, -0.460
closed box: pressure 5059.0 Pa, occupancy 1.10850e-05
closed box against law with rotor correction: 2.2e-05
power of p from closed boxes = 0.50000
rotor correction: law too high by factor 1.0221
heat of solution from level sums = 0.13736 eV
heat of solution from formula = 0.13608 eV
rotor correction to the heat = 1.26 meV
exponent, vibrations frozen = -1.7284
exponent, formal classical limit = 0.7486
Neglected effects, factor on the uptake:
real H2 levels (Morse, gap 0.5182 eV): 0.9314
quartic site term 0.02 (gap x 1.0542): 0.8703
tetrahedral sites (0.25 eV up, quanta 0.14 eV): 1.0197
tensile stress 0.5 GPa, 0.0030 nm3 per H: 1.1136
grains 50 nm, boundary 0.5 nm, binding 0.20 eV
trap site fraction = 0.030
trap occupancy = 3.565e-04
trapping: 1.913
trap law against combinatorial sum: 1.1e-05
relative effect of site blocking = 1.1e-05
relative effect of H-H energy 0.3 eV = 5.9e-05
relative effect of gas covolume 0.04 nm3 = 1.1e-05
finished without a failed check
```
